# Mean emission time of a mesoscopic capacitor after a level-spacing step

## Question

I am stuck on this exercise. A mesoscopic capacitor is a small loop of a chiral edge channel, with level spacing \(\Delta\), joined to a lead by a point contact of transmission \(T\). A square voltage step shifts its levels suddenly by \(\Delta\). I am to show that one electron is emitted, with an exponential current and the time

\[
\frac{h}{\Delta}\left(\frac1T-\frac12\right).
\]

I picture an electron going round the loop and escaping with probability \(T\) on each turn. After \(n\) turns it is still inside with probability \((1-T)^n\), which gives a decay time \(-(h/\Delta)/\ln(1-T)\), not the one requested. Where does the \(-\tfrac12\) come from? And am I allowed to use probabilities, when paths with different numbers of turns should interfere?

## Answer

Your decay time is right, and so is the requested time, but they are different quantities. Without interference, the current is a staircase whose step heights fall with your time constant. The requested time is the **mean emission time**. The two merge for \(T\ll1\), where the staircase approaches an exponential. Interference is real too; it leaves the mean charge alone but can change the mean time.

### Model and amplitudes

Take one spin-polarized channel, constant \(\Delta\), and \(T\) independent of energy. Let \(U(t)\) be the total internal potential energy of the loop, uniform in space; apart from this potential the electrons do not interact. Write

\[
R=1-T,\qquad r=\sqrt R,\qquad \tau_0=\frac h\Delta .
\]

A loop of travel time \(\tau_0\) has levels spaced by \(h/\tau_0\), because its phase \(E\tau_0/\hbar\) must grow by \(2\pi\) between levels.

Let \(a(t)\) be the field arriving from the lead, \(b(t)\) the field returning to it, \(l(t)\) the field entering the loop and \(c(t)\) the field completing a turn. Choose the contact phases so that

\[
b=ra+i\sqrt T\,c,\qquad l=i\sqrt T\,a+rc .
\]

One turn gives \(c(t)=e^{i\chi}e^{-i\varphi_1(t)}l(t-\tau_0)\). Energies are measured from the Fermi energy, and \(\chi\) is the loop phase there before the step. Inserting \(l\) repeatedly gives

\[
b(t)=\sum_{q=0}^{\infty}A_q e^{iq\chi}e^{-i\varphi_q(t)}a(t-q\tau_0),
\qquad
\varphi_q(t)=\frac1\hbar\int_{t-q\tau_0}^{t}U(t')\,dt',
\]

with \(A_0=r\) and \(A_q=-Tr^{q-1}\) for \(q\ge1\). The minus sign is \((i\sqrt T)^2\), from entering and leaving.

These amplitudes obey \(\sum_q A_q^2=R+T^2/(1-R)=1\). For \(m\ge1\),

\[
\sum_{q=0}^{\infty}A_qA_{q+m}
=-Tr^m+T^2r^m\sum_{q=1}^{\infty}R^{q-1}
=-Tr^m+Tr^m=0. \tag{1}
\]

### The current of a filled Fermi sea

The incoming electrons have the correlator

\[
G(\tau)=\langle a^\dagger(t+\tau)a(t)\rangle
=\frac1h\int dE\,f(E)e^{iE\tau/\hbar}
=\frac{1}{2\pi i\tau}\int dE\,(-f')e^{iE\tau/\hbar}.
\]

The last form follows by parts, with a convergence factor at the bottom of the sea. For \(\tau>0\), close the contour above. With \(\Theta\) the temperature, \(f\) has poles at \(E_k=i\pi k_B\Theta(2k+1)\), where \(f\simeq-k_B\Theta/(E-E_k)\), so that \(-f'\simeq-k_B\Theta/(E-E_k)^2\). Each double pole has the residue \(-k_B\Theta(i\tau/\hbar)e^{iE_k\tau/\hbar}\), and \(2\pi i\) times their sum is

\[
\frac{2\pi k_B\Theta\tau}{\hbar}\sum_{k\ge0}e^{-\pi k_B\Theta\tau(2k+1)/\hbar}
=\frac{y}{\sinh y},\qquad y=\frac{\pi k_B\Theta\tau}{\hbar}.
\]

Hence \(G(\tau)=(2\pi i\tau)^{-1}y/\sinh y\).

I count current as positive when electrons leave the dot, with \(e>0\). Both the incoming and the outgoing density contain an infinite sea, so take the two field times slightly apart, subtract, and then let them meet:

\[
I(t)=e\lim_{t'\to t}\left[\langle b^\dagger(t)b(t')\rangle-\langle a^\dagger(t)a(t')\rangle\right].
\]

First keep the terms in which both fields took \(q\) turns. Since \(\sum_qA_q^2=1\), the subtraction can be shared among them:

\[
I_{\rm diag}
=e\sum_qA_q^2\lim_{\tau\to0}\frac{e^{i\dot\varphi_q\tau}-1}{2\pi i\tau}
=\frac{e}{2\pi}\sum_qA_q^2\dot\varphi_q. \tag{2}
\]

A path whose phase advances at the rate \(\dot\varphi_q\) returns a Fermi sea raised by \(\hbar\dot\varphi_q\), and that extra filled strip carries the current.

### The staircase

Let \(U=0\) before \(t=0\) and \(U=\Delta\) afterwards. In window \(n\), \(t=(n+s)\tau_0\) with \(0<s<1\), and

\[
\varphi_q=
\begin{cases}
\Delta q\tau_0/\hbar=2\pi q, & q\le n,\\
\Delta t/\hbar=2\pi t/\tau_0, & q>n.
\end{cases}
\]

Electrons with \(q\le n\) entered after the step. They gained potential energy on entry and lost it on exit, so \(\dot\varphi_q=0\). Those with \(q>n\) were inside when the levels rose, and \(\dot\varphi_q=2\pi/\tau_0\). Equation (2) becomes

\[
I_{\rm diag}=\frac e{\tau_0}\sum_{q=n+1}^{\infty}T^2R^{q-1}
=\frac e{\tau_0}\frac{T^2R^n}{1-R}
=\frac{eT}{\tau_0}R^n. \tag{3}
\]

Each window carries the charge \(eTR^n\), and the total is \(eT/(1-R)=e\). The mean emission time is

\[
\begin{aligned}
\bar t&=\frac1e\int_0^\infty tI_{\rm diag}\,dt
=\tau_0T\sum_{n=0}^{\infty}\left(n+\frac12\right)R^n\\
&=\tau_0T\left(\frac R{T^2}+\frac1{2T}\right)
=\frac h\Delta\left(\frac1T-\frac12\right).
\end{aligned}
\]

Here I used \(\sum_nnR^n=R/(1-R)^2\). There are on average \(R/T=1/T-1\) completed windows before the one in which the charge leaves. Within that window the current is constant, which adds half a turn. That is your missing \(-\tfrac12=-1+\tfrac12\).

### In what sense is it exponential?

The step heights are \(R^n=e^{-n\tau_0/\tau_f}\), with

\[
\tau_f=\frac{\tau_0}{-\ln(1-T)}
=\frac{\tau_0}{T+T^2/2+T^3/3+\cdots}
=\tau_0\left(\frac1T-\frac12-\frac T{12}+\cdots\right).
\]

So your time and the requested one differ first by \(\tau_0T/12\). Within a window the charge still to come is \(eR^n(1-Ts)\), whereas an exponential through the window edges gives \(eR^ne^{-s\tau_0/\tau_f}\). Expanding to second order in \(T\), their difference is

\[
eR^n\left[1-Ts-\left(1-Ts-\frac{T^2s}{2}+\frac{T^2s^2}{2}\right)\right]
=eR^n\frac{T^2}{2}s(1-s),
\]

at most about \(eT^2/8\). For \(T\ll1\) the staircase is therefore well described by

\[
I(t)\simeq\frac e{\bar t}\,e^{-t/\bar t}.
\]

For \(T\) near one it is not: almost all the charge then leaves as one flat pulse of length \(\tau_0\).

### What interference does

Now take the fields with \(q\) and \(q+m\) turns, \(m\ge1\). Their lead times differ by \(m\tau_0\). Adding the complex conjugate gives

\[
2\,{\rm Re}\left[\frac{A_qA_{q+m}\theta_m}{2\pi im\tau_0}e^{iX}\right]
=\frac{A_qA_{q+m}\theta_m}{\pi m\tau_0}\sin X,
\qquad X=m\chi+\varphi_q-\varphi_{q+m},
\]

where \(\theta_m=y_m/\sinh y_m\) and \(y_m=2\pi^2mk_B\Theta/\Delta\). If both paths entered before the step, or both after it, then \(\sin X=\sin m\chi\). If \(q\le n<q+m\), then \(\sin X=\sin(m\chi-2\pi s)\). By (1) I may subtract \(\sin m\chi\) from every pair, which leaves only the mixed pairs:

\[
I_{\rm int}=\frac e{\pi\tau_0}\sum_{m=1}^{\infty}\frac{\theta_m}{m}c_{nm}
\left[\sin(m\chi-2\pi s)-\sin m\chi\right],
\qquad c_{nm}=\sum_{q\le n<q+m}A_qA_{q+m}. \tag{4}
\]

This vanishes on averaging over \(\chi\). It is also suppressed when \(k_B\Theta\gg\Delta/2\pi^2\), because then \(\theta_m\simeq2y_me^{-y_m}\). In either case your probability argument holds.

**Charge.** A given pair \((q,q+m)\) is mixed in \(m\) windows, \(n=q,\ldots,q+m-1\). Therefore \(\sum_nc_{nm}=m\sum_qA_qA_{q+m}=0\). The bracket in (4) has the same integral in every window, so interference carries no net charge. The mean charge is \(e\) at any temperature and any \(\chi\).

**Mean time.** Weight the bracket by \(n+s\) and integrate over \(s\). The result is \(K_m-n\sin m\chi\), where \(K_m\) does not depend on \(n\) and so drops out with \(\sum_nc_{nm}=0\). For the rest, \(\sum_{n=q}^{q+m-1}n=mq+m(m-1)/2\), whose second term again drops out by (1). Hence

\[
\sum_nnc_{nm}=m\sum_{q\ge1}qA_qA_{q+m}
=mT^2r^m\sum_{q\ge1}qR^{q-1}=mr^m,
\]

and the full mean time is

\[
\bar t=\tau_0\left[\frac1T-\frac12-\frac1\pi\sum_{m=1}^{\infty}\theta_mr^m\sin m\chi\right]. \tag{5}
\]

At \(\chi=\pi\) every sine vanishes and the requested time holds at any temperature. The Fermi energy then lies midway between two levels: the step lifts one from \(\Delta/2\) below it to \(\Delta/2\) above. The sines also vanish at \(\chi=0\), where a level sits exactly at the Fermi energy. At another position and zero temperature, \(\theta_m=1\) and the sum is the imaginary part of a geometric series,

\[
{\rm Im}\,\frac{re^{i\chi}}{1-re^{i\chi}}
=\frac{r\sin\chi}{1-2r\cos\chi+R}.
\]

Its largest value, at \(\cos\chi=2r/(1+R)\), is \(r/T\). Close to resonance the mean time can thus shift by \(\tau_0r/(\pi T)\), nearly a third of itself for small \(T\). The requested mean time needs either thermal smearing, an average over level position, or one of the symmetric positions \(\chi=\pi\) and \(\chi=0\).

Even at \(\chi=\pi\) the cold current has a ripple. In the first window \(c_{0m}=A_0A_m=-Tr^m\), and \(\sin(m\pi-2\pi s)=-(-1)^m\sin2\pi s\), so

\[
I_{\rm int}=\frac{eT}{\pi\tau_0}\sin(2\pi s)\sum_{m\ge1}\frac{(-r)^m}{m}
=-\frac{eT}{\pi\tau_0}\ln(1+r)\sin(2\pi s).
\]

Relative to the first step this does not vanish as \(T\to0\); its amplitude tends to \(\ln2/\pi\). It does integrate to zero over the window, and the charge it displaces meanwhile is at most \(eT\ln(1+r)/\pi^2\), which vanishes with \(T\). So at zero temperature, \(\chi=\pi\) and \(T\ll1\), the smooth exponential describes the charge emitted in each whole window, but not the instantaneous current in the first windows. It fails again at very late times: the term \(m=n\) in (4) has \(c_{nn}=Tr^n(1-R^n)\), which falls more slowly than the step height \(\propto R^n\), so the ripple finally exceeds the steps, though by then almost no charge is left. At other level positions even the charge per window is altered: by (4), the first window gains \((eT/\pi)\sum_m r^m\sin(m\chi)/m\), which for \(\chi=\pi/2\) and small \(T\) is about a quarter of \(eT\).

### Numbers

Take the round values \(\Delta=0.2\) meV and \(T=0.1\). Then \(\tau_0=h/\Delta=20.678\) ps and

\[
\bar t=(10-0.5)\times20.678\ {\rm ps}=196.4\ {\rm ps}=0.1964\ {\rm ns}.
\]

Your time is \(\tau_f=9.491\,\tau_0=196.3\) ps, shorter by 0.009 loop times, close to the leading term \(T/12\approx0.008\). The first step is \(eT/\tau_0=0.775\) nA; multiplying by 0.9 each time gives 0.697, 0.628 and 0.565 nA.

Without interference, the charge emitted after \(n\) turns is \(e(1-0.9^n)\): 0.100\(e\), 0.651\(e\) and 0.995\(e\) for \(n=1,10,50\). The last corresponds to 1034 ps. These figures are for a single step. In a periodic square drive each emission starts before the previous one is quite complete. If a fraction \(\rho=0.9^n\) remains after a half-period of \(n\) turns, the charge transferred per half-period under thermal smearing is \(e(1-\rho)/(1+\rho)\): 0.990\(e\) for \(n=50\), first exceeding 0.995\(e\) at \(n=57\). Evaluated on a fine time grid, the emitted charges of the staircase and of \(e^{-t/\bar t}\) differ by at most \(0.0013e\), close to \(eT^2/8\).

The temperature scale \(\Delta/(2\pi^2k_B)\) is 0.118 K. Summing (4) at \(\chi=\pi\), the largest ripple is 0.21 of the first step at zero temperature and 0.0003 of it at \(k_B\Theta=0.5\Delta\). The zero-temperature mean time is 196.4 ps at \(\chi=\pi\) but 188.5 ps at \(\chi=\pi/4\), where the level starts \(\Delta/8\) below the Fermi energy.

All these figures assume a rise time well below \(\tau_0\approx21\) ps. A slower edge rounds the steps and changes the interference. For a linear ramp lasting \(2.5\,\tau_0\) (52 ps) the charge is still \(e\), and the mean time at \(\chi=\pi\), counted from the middle of the ramp, is still \(9.5\,\tau_0\). At zero temperature, however, the mean time at \(\chi=\pi/4\) falls from \(9.12\,\tau_0\) to \(8.59\,\tau_0\), and the largest interference current at \(\chi=\pi\) rises from 0.21 to 0.39 of \(eT/\tau_0\).

### Is it really one electron?

So far \(e\) is the mean net charge. For a definite count, the dot must hold a sharp number of electrons before the step and after the emission. This calls for a cold, weakly coupled dot with no level near the Fermi energy; \(\chi=\pi\) keeps the levels farthest from it.

To put a size on the fluctuations, replace the loop by a half-filled tight-binding chain: 61 dot sites, 1250 lead sites, unit hopping, and a contact bond \(x\). At mid-band, with waves \(i^j+\rho i^{-j}\) for \(j\le0\) and \(\kappa i^j\) for \(j\ge1\), matching across the bond gives \(1-\rho=x\kappa\) and \(\kappa=x(1+\rho)\). Thus \(\rho=(1-x^2)/(1+x^2)\), and \(x\) is fixed by \(1-\rho^2=T\).

Diagonalizing the chain gives the correlation matrix \(C\) of the dot sites. For free electrons the mean number is \({\rm Tr}\,C\) and its variance is \({\rm Tr}(C-C^2)\). The mid-band level spacing of the dot is \(\Delta\approx2\pi/62\approx0.101\) in units of the hopping. With \(T=0.02\), \(k_B\Theta=0.05\Delta\) and dot potential \(\mp\Delta/2\), the equilibrium number goes from 31.00 to 30.00, with variance 0.004 each time. Once the dot has relaxed, the spread of the difference cannot exceed the sum of the two spreads, so the variance of the net number emitted is at most \((2\sqrt{0.0042})^2\approx0.017\). For this chain "one electron" is a good description of the net count as well as of the mean. The variance is not fixed by \(T\) and \(k_B\Theta/\Delta\) alone: it also grows slowly, roughly as the logarithm of the number of dot sites, by about 0.0007 for each doubling here.

A step of another height \(U_0\) shows what is special about \(\Delta\): repeating (3) with \(\dot\varphi_q=U_0/\hbar\) gives, under thermal smearing, a mean charge \(eU_0/\Delta\). That is one electron's charge when \(U_0=\Delta\). In an experiment \(U_0\) is the internal level shift, which need not equal \(e\) times the applied gate voltage.

Numbers in the example were calculated in double precision.
